Herzfeld-Berger Sideband Intensities and the Rotor-Phase Average

**1. What symmetry fixes**

Under magic-angle spinning, the anisotropic part of a spin's frequency is periodic in the rotor angle φ. Let f(φ) be the phase factor this modulation produces, with Fourier series

f(φ) = Σ_N F_N e^{iNφ},  F_N = (1/2π) ∫₀^{2π} f(φ) e^{−iNφ} dφ.

A signal that starts at rotor angle γ compares the phase at a later angle γ + τ with the phase at the start. It is therefore the product f(γ + τ) f*(γ), as section 3 derives. Inserting both series gives

f(γ + τ) f*(γ) = Σ_N Σ_M F_N F_M* e^{iNτ} e^{i(N−M)γ}.

If all starting angles are equally likely, the average cannot depend on where the rotor angle is counted from. Moving that origin by c multiplies F_N F_M* by e^{i(N−M)c}, so only terms with N = M can survive. The integral over γ confirms this: the mean of e^{i(N−M)γ} is 1 for N = M and 0 otherwise. Hence

⟨f(γ + τ) f*(γ)⟩_γ = Σ_N |F_N|² e^{iNτ}.

With τ = ω_r t, where ω_r is the spinning rate, sideband N has the real, non-negative intensity

I_N = |F_N|².

"Non-negative" cannot be sharpened to "positive", because a coefficient may vanish at particular orientations (section 5).

Dimensions restrict the arguments. I_N is a pure number, so the size δ of the anisotropy can enter only as δ/ω_r. The other arguments are the tensor asymmetry η and the two angles that place the rotor axis in the tensor frame. The isotropic frequency moves the lines without changing their intensities.

**2. The frequency of one crystallite**

Consider an isolated spin 1/2 with a shift interaction treated to first order. Only the component of the shift field along the static field then changes the frequency. If b is the unit vector along the static field, the frequency is

ω = ω_iso + b·V·b,

where V is the symmetric, traceless part of the shift tensor in angular-frequency units. An antisymmetric part would drop out of b·V·b. In its principal frame,

V = diag[−δ(1 + η)/2, −δ(1 − η)/2, δ],  0 ≤ η ≤ 1.

Here δ is the principal deviation of largest magnitude and may have either sign. For any two vectors u and v this means

u·V·v = δ[(3u_z v_z − u·v)/2 − (η/2)(u_x v_x − u_y v_y)].  (1)

Let n be the unit vector along the rotor axis, with polar angles (β, α) in the principal frame, and complete a right-handed triad fixed in the crystallite:

n = (sinβ cosα, sinβ sinα, cosβ)
e1 = (cosβ cosα, cosβ sinα, −sinβ)
e2 = (−sinα, cosα, 0).

The static field makes the angle θ with n. Let φ = 0 when e1 lies in the plane of n and the field, on the field's side. When the rotor has carried the crystallite through +φ, the field seen from the crystallite has azimuth −φ:

b = cosθ n + sinθ (e1 cosφ − e2 sinφ),  φ = γ + ω_r t.

Write V_nn = n·V·n, V_n1 = n·V·e1, and so on. Multiplying out,

b·V·b = cos²θ V_nn + 2 sinθ cosθ (V_n1 cosφ − V_n2 sinφ)
 + sin²θ (V_11 cos²φ + V_22 sin²φ − 2V_12 sinφ cosφ).

Now use cos²φ = (1 + cos2φ)/2, sin²φ = (1 − cos2φ)/2 and 2 sinφ cosφ = sin2φ. The constant part is

cos²θ V_nn + sin²θ (V_11 + V_22)/2 = V_nn (3cos²θ − 1)/2,

because zero trace gives V_11 + V_22 = −V_nn. It vanishes at the magic angle, where cos²θ = 1/3. There sin²θ = 2/3 and 2 sinθ cosθ = 2√2/3, and the remaining frequency is

W(φ) = C1 cosφ + S1 sinφ + C2 cos2φ + S2 sin2φ,  (2)

C1 = (2√2/3)V_n1,  S1 = −(2√2/3)V_n2,
C2 = (1/3)(V_11 − V_22),  S2 = −(2/3)V_12.

Equation (1) supplies the tensor elements. Since n, e1 and e2 are orthogonal, u·v vanishes in the mixed elements:

V_n1 = −(δ/2) sinβ cosβ (3 + η cos2α)
V_n2 = (δη/2) sinβ sin2α
V_12 = (δη/2) cosβ sin2α
V_11 = δ[(3sin²β − 1)/2 − (η/2)cos²β cos2α]
V_22 = δ[−1/2 + (η/2)cos2α].

Subtracting the last two gives

V_11 − V_22 = (δ/2)[3sin²β − η(1 + cos²β)cos2α].

The coefficients to implement are therefore

C1 = −(√2/3) δ sinβ cosβ (3 + η cos2α)
S1 = −(√2/3) δη sinβ sin2α
C2 = (δ/6)[3sin²β − η(1 + cos²β)cos2α]
S2 = −(δη/3) cosβ sin2α.  (3)

If the rotor axis is off the magic angle, the constant part survives and displaces the lines by an orientation-dependent amount. In a powder each sideband then becomes a broadened pattern instead of a line at one common position.

**3. The periodic phase factor and the complex amplitudes**

Take the signal convention exp(+i∫ω dt). Define Θ by Θ′(φ) = W(φ)/ω_r. Integrating (2) term by term,

Θ(φ) = (1/ω_r)[C1 sinφ − S1 cosφ + (C2/2) sin2φ − (S2/2) cos2φ].  (4)

Θ is periodic because W has no constant part. Changing the variable from t′ to φ′ = γ + ω_r t′ in the accumulated phase gives

∫₀ᵗ W(γ + ω_r t′) dt′ = (1/ω_r) ∫_γ^{γ+ω_r t} W(φ′) dφ′ = Θ(γ + ω_r t) − Θ(γ).

With f(φ) = exp[iΘ(φ)], the signal of one crystallite is

s(t) = e^{iω_iso t} f(γ + ω_r t) f*(γ).

The second factor does not depend on time. Expanding the first factor alone gives

s(t) = Σ_N A_N(γ) e^{i(ω_iso + Nω_r)t},  A_N(γ) = F_N e^{iNγ} f*(γ).  (5)

Since f has modulus 1, |A_N(γ)| = |F_N| for every γ. The starting angle changes the phase of a line and leaves its magnitude alone. The amplitudes also obey

Σ_N A_N(γ) = f(γ) f*(γ) = 1,

which is the signal at t = 0. Individually they are in general complex.

This factorization requires the signal to be the exponential of an integrated frequency. It fails if the Hamiltonians at different times do not commute, as generally happens for three or more like spins whose dipolar couplings have differently oriented internuclear vectors, and already for two dipolar-coupled like spins whose shifts differ.

**4. The average over the rotor phase**

In (5), F_N is independent of γ. The average therefore acts on the other two factors:

(1/2π) ∫₀^{2π} f*(γ) e^{iNγ} dγ = [(1/2π) ∫₀^{2π} f(γ) e^{−iNγ} dγ]* = F_N*.

Consequently

⟨A_N⟩_γ = F_N F_N* = |F_N|² = I_N.  (6)

The unit-modulus factor e^{iNγ} f*(γ), which carries all the γ dependence of the phase of an individual amplitude, supplies the conjugate coefficient on averaging. Adding a constant to Θ multiplies every F_N by the same phase and leaves I_N unchanged, so the integration constant in (4) is immaterial.

The direction of rotation is immaterial too. For φ = γ − ω_r t, the accumulated phase is Θ(γ) − Θ(γ − ω_r t), and the signal factor is f(γ) f*(γ − ω_r t). Shifting the averaging variable by ω_r t restores the average in section 1.

The condition behind (6) is that γ is uniform and that every γ contributes with the same weight and phase. An isotropic powder satisfies it at any pulse time, even if the pulse is synchronized with the rotor, because its crystallites already have all values of γ. A single crystal satisfies it after accumulation over uniformly distributed pulse times. An ordered sample observed with synchronized pulses need not satisfy it, nor need an experiment whose excitation efficiency depends on γ.

**5. Zeros, limits and sum rules**

For an axial tensor, η = 0, with the rotor axis at β = 90°, equation (3) gives C1 = S1 = S2 = 0. Then f contains only the angle 2φ and repeats after half a turn, so every odd F_N vanishes. This is why I_N is non-negative but not necessarily positive.

The powder intensity is

I_N(powder) = (1/4π) ∫₀^{2π} dα ∫₀^π sinβ dβ |F_N(α, β)|².

Its integrand is continuous and non-negative. The powder intensity can therefore vanish only if F_N vanishes at every orientation.

Reversing the sign of δ changes Θ to −Θ and f to f*. This replaces F_N by F_{−N}*, so I_N and I_{−N} are exchanged. The asymmetry of the pattern about the centreband can thus carry the sign of δ. The exception for a powder is η = 1: the principal values are then −δ, 0 and δ, so reversing the sign only relabels the axes and the powder pattern is symmetric.

Three sum rules serve as checks. Setting τ = 0 in the averaged signal gives

Σ_N I_N = 1.

Next, −if′ has Fourier coefficients N F_N and also equals Θ′f. Multiplying by f* and averaging over one turn,

Σ_N N I_N = (1/2π) ∫₀^{2π} Θ′ dφ = 0,

because Θ is periodic. The mean square modulus of the same function gives

ω_r² Σ_N N² I_N = (1/2π) ∫₀^{2π} W² dφ = (C1² + S1² + C2² + S2²)/2.

For a powder, averaging over α, β and γ makes b uniform over the sphere. The required averages are ⟨b_i⁴⟩ = 1/5 and ⟨b_i²b_j²⟩ = 1/15 for i ≠ j; the second follows from the first by squaring b_x² + b_y² + b_z² = 1. With principal values V_i,

⟨(Σ_i V_i b_i²)²⟩ = [(Σ_i V_i)² + 2Σ_i V_i²]/15 = (2/15) Σ_i V_i².

The trace is zero, and

Σ_i V_i² = δ²[1 + (1 + η)²/4 + (1 − η)²/4] = δ²(3 + η²)/2.

Therefore

ω_r² Σ_N N² I_N(powder) = δ²(1 + η²/3)/5.  (7)

The root-mean-square width in frequency does not depend on ω_r. Slower spinning brings the lines closer together but leaves this width unchanged. It is a measure of spread, not a boundary: some lines lie outside it.

**6. Bessel form and fast spinning**

Write C1 = K1 cosχ1 and S1 = K1 sinχ1, with K1 = √(C1² + S1²), and likewise for the second harmonic. Then C1 sinφ − S1 cosφ = K1 sin(φ − χ1), and (4) becomes

Θ(φ) = a1 sin(φ − χ1) + a2 sin(2φ − χ2),
a1 = √(C1² + S1²)/ω_r,  a2 = √(C2² + S2²)/(2ω_r).

Apply e^{ia sin x} = Σ_m J_m(a) e^{imx} to both terms. A product of order m from the first and k from the second contains e^{i(m+2k)φ}. Collecting m + 2k = N gives

F_N = Σ_k J_{N−2k}(a1) J_k(a2) exp{−i[(N − 2k)χ1 + kχ2]}.

The angles χ must be computed with a two-argument arctangent so that the quadrant is right.

For fast spinning, a1 and a2 are small. To second order in δ/ω_r,

I_{±1} ≈ a1²/4,  I_{±2} ≈ a2²/4,  I_0 ≈ 1 − (a1² + a2²)/2.

These follow from J_0(a) ≈ 1 − a²/4, J_{±1}(a) ≈ ±a/2 and J_m(a) of order a^{|m|}: to first order |F_{±1}| ≈ a1/2 and |F_{±2}| ≈ a2/2, while |F_0| ≈ 1 − (a1² + a2²)/4. The first and second sidebands therefore fall as 1/ω_r², and their asymmetry about the centre is of third order. For I_{±2} the relative correction is up to about a1²/(2a2), from the term J_2(a1)J_0(a2), so that formula also needs a1² ≪ a2. The coefficients F_{±3} and F_{±4} begin at second order, with magnitudes a1a2/4 and a2²/8, so those intensities fall as 1/ω_r⁴, and higher orders fall faster still.

**7. From intensities to a spectrum**

Give all crystallites a common decay rate R and write ω_N = ω_iso + Nω_r. The half-line transform of one component is

∫₀^∞ e^{i(ω_N−ω)t − Rt} dt = [R + i(ω_N − ω)]/[R² + (ω_N − ω)²].

After the γ average, the real part of the spectrum is

Σ_N I_N R/[R² + (ω_N − ω)²],

a sum of non-negative absorption lines. The imaginary part is dispersive and changes sign. "Real sidebands" therefore refers to the amplitudes, not to the whole complex spectrum. A complex A_N would add −Im(A_N)(ω_N − ω)/[R² + (ω_N − ω)²] to the real part and distort the line.

The receiver phase must be correct and acquisition must start at the pulse. A delay t_d multiplies line N by e^{iω_N t_d}, apart from the common decay. If t_d is a whole number of rotor periods, the phase is ω_iso t_d for every sideband of a site, and one constant correction removes it for that site. Otherwise the phase Nω_r t_d generally makes the correction depend on N; if only even orders are present, half a period is already enough to avoid this. Sites with different ω_iso generally need different corrections even when t_d is a whole number of periods.

**8. Numerical procedure**

For each (α, β), evaluate (3) and (4) at φ_j = 2πj/n and compute

F_N ≈ (1/n) Σ_j exp[iΘ(φ_j)] e^{−iNφ_j},  j = 0, …, n − 1.

A fast Fourier transform with a negative exponent does this after division by n; a negative order N is stored at index n + N. The discrete sum also collects F_{N±n}, F_{N±2n} and so on, so n must be large enough for these to be negligible. No loop over γ is needed, since (6) has done that average.

For the powder, use Gauss-Legendre points in cosβ and uniform points in α. Average |F_N|², not F_N: averaging F_N first would retain arbitrary phases that depend on the choice of triad.

**9. Worked example**

Take the round model parameters δ/2π = 6 kHz, η = 0.4 and ω_r/2π = 2 kHz, and one crystallite with α = 30°, β = 50°, γ = 40°. The factor 2π cancels in Θ, so frequencies in kHz may be used throughout. Equation (3) gives

C1 = −4.4567 kHz, S1 = −0.7506 kHz,
C2 = 1.4778 kHz, S2 = −0.4453 kHz.

The Bessel arguments are

a1 = √(4.4567² + 0.7506²)/2 = 2.260
a2 = √(1.4778² + 0.4453²)/4 = 0.386.

Since a1 is not small, the fast-spinning formulas do not apply. For N = 1 the Fourier coefficient is F_1 = −0.4021 + 0.1131i, so

I_1 = 0.4021² + 0.1131² = 0.1745.

The starting phase is Θ(γ) = −0.7617 rad, and γ = 0.6981 rad. Equation (5) therefore rotates F_1 by 0.6981 + 0.7617 = 1.4598 rad:

A_1 = (−0.4021 + 0.1131i) e^{1.4598i} = −0.157 − 0.387i.

This amplitude has a negative real part and an imaginary part of larger magnitude, yet its squared modulus is still 0.1745. Direct time integration of the rotating-tensor frequency, averaged over 64 starting angles, also gives 0.1745. The largest imaginary part left in any averaged amplitude is about 4 × 10⁻¹⁶, which is rounding error.

The amplitudes from N = −12 to 12 sum to 0.999999 in their real part, while the intensities sum to 1.000000. The omitted tail is more visible in the first sum because it enters through F_N rather than |F_N|².

The next table compares the full powder average with an average over α and β at the single value γ = 40°:

N | I_N | fixed-γ amplitude
−3 | 0.014 | −0.006 + 0.032i
−2 | 0.074 | 0.044 + 0.011i
−1 | 0.329 | 0.382 + 0.164i
0 | 0.271 | 0.257 − 0.158i
1 | 0.146 | 0.103 − 0.238i
2 | 0.121 | 0.125 + 0.113i
3 | 0.033 | 0.124 + 0.018i

Averaging over the other two angles does not replace the γ average. The fixed-γ amplitudes remain complex, and one listed real part is negative. They also depend on the choice of e1, which defines the zero of γ. In the full average, the strongest line is the sideband at N = −1, not the centreband, so the largest peak does not identify the isotropic shift.

For the second moment, (7) predicts

6² × (1 + 0.4²/3)/5 = 7.584 kHz²,

and the summed sidebands give the same value. The numerical check also tests the Bessel series, the vanishing odd sidebands and the decaying absorption spectrum.

Values computed for the example and the checks

```
delta = 6.0 kHz, eta = 0.4, nu_r = 2.0 kHz
alpha, beta, gamma = 30, 50, 40 deg
magic angle = 54.7356 deg
C1, S1, C2, S2 = -4.4567, -0.7506, 1.4778, -0.4453 kHz
Bessel arguments a1, a2 = 2.2597, 0.3859 rad
Bessel phases chi1, chi2 = -2.9747, -0.2927 rad
Theta(gamma) = -0.7617 rad
One crystallite (dimensionless amplitudes, offset in kHz)
 N offset   Re F    Im F    Re A    Im A   |F|^2  mean A
-5  -10.0 -0.0145 -0.0025  0.0123  0.0081  0.0002  0.0002
-4   -8.0 -0.0362  0.0281  0.0413  0.0200  0.0021  0.0021
-3   -6.0  0.0370  0.1017  0.1075 -0.0120  0.0117  0.0117
-2   -4.0  0.3661  0.1348  0.3747 -0.1085  0.1522  0.1522
-1   -2.0  0.6336  0.0679  0.6280  0.1080  0.4061  0.4061
 0    0.0  0.0752  0.0903 -0.0079  0.1172  0.0138  0.0138
 1    2.0 -0.4021  0.1131 -0.1569 -0.3871  0.1745  0.1745
 2    4.0  0.3828 -0.1099 -0.1206  0.3796  0.1586  0.1586
 3    6.0 -0.2404  0.0718  0.2104 -0.1366  0.0629  0.0629
 4    8.0  0.1177 -0.0327 -0.1209 -0.0173  0.0149  0.0149
 5   10.0 -0.0489  0.0120  0.0324  0.0385  0.0025  0.0025
sum of |F|^2, N=-12..12: 1.000000
sum of A, N=-12..12: 0.999999 (real part)
largest |Im mean A|: 3.6e-16
Powder (dimensionless): full average; fixed-gamma average
 N  I_N     Re A    Im A
-5  0.0003  -0.002  -0.000
-4  0.0021  -0.002   0.003
-3  0.0140  -0.006   0.032
-2  0.0738   0.044   0.011
-1  0.3293   0.382   0.164
 0  0.2707   0.257  -0.158
 1  0.1461   0.103  -0.238
 2  0.1207   0.125   0.113
 3  0.0331   0.124   0.018
 4  0.0084  -0.019   0.034
 5  0.0014   0.002   0.024
powder intensity sum = 1.000000
powder second moment, sidebands = 7.5840 kHz^2
powder second moment, formula = 7.5840 kHz^2
axial tensor, beta=90 deg: max odd |F| = 1.6e-16
decay rate in absorption test = 0.4 ms^-1
smallest absorption value tested = 4.51e-05 ms
```
